# Interband optical conductivity and absorbance of graphene: verification in Python

```python
# Result under test: the interband sheet conductivity of clean graphene is
#   Re sigma(omega) = e^2/(4 hbar) * [f(-hbar omega/2) - f(hbar omega/2)],
# independent of the Dirac velocity v; a free-standing neutral sheet absorbs
# pi*alpha to leading order, and pi*alpha/(1 + pi*alpha/2)^2 in full.
# Symbols: f = Fermi function, energies from the Dirac point, alpha = fine-
# structure constant, mu = chemical potential, t = lattice hopping energy.
# The pulse test uses hbar = e = 1; the lattice test uses hbar = e = t = 1
# and unit bond length, so that v = 3/2 there.
import numpy as np
from scipy import constants as const
from scipy.special import expit


def fermi(energy, mu, thermal_energy):
    return expit((mu - energy) / thermal_energy)


# ---- Real-time evolution of Dirac electrons in a weak light pulse ----
pulse_frequency, pulse_width, potential_peak = 2.0, 8.0, 1.0e-3
time_step = 0.04
times = np.arange(-48.0, 48.0, time_step) + time_step / 2
envelope = potential_peak * np.exp(-times**2 / (2 * pulse_width**2))
vector_potential = envelope * np.cos(pulse_frequency * times)
electric_field = envelope * (
    times / pulse_width**2 * np.cos(pulse_frequency * times)
    + pulse_frequency * np.sin(pulse_frequency * times))
field_squared_integral = np.sum(electric_field**2) * time_step


def evolve_cone(vx, vy):
    """Return k weights, band energy and both interband probabilities."""
    k = np.linspace(0.6 / max(vx, vy), 1.4 / min(vx, vy), 161)
    angle = 2 * np.pi * (np.arange(32) + 0.5) / 32
    k_grid, angle_grid = np.meshgrid(k, angle, indexing="ij")
    hx = vx * k_grid * np.cos(angle_grid)
    hy = vy * k_grid * np.sin(angle_grid)
    energy = np.hypot(hx, hy)
    phase = (hx + 1j * hy) / energy
    # first index of up/down: electron starting in valence, conduction band
    up = np.ones((2,) + energy.shape, dtype=complex) / np.sqrt(2)
    down = np.array([-phase, phase]) / np.sqrt(2)
    for potential in vector_potential:
        qx = hx + vx * potential
        size = np.hypot(qx, hy)
        cosine = np.cos(size * time_step)
        sine = -1j * np.sin(size * time_step) / size
        up, down = (cosine * up + sine * (qx - 1j * hy) * down,
                    cosine * down + sine * (qx + 1j * hy) * up)
    prob_up = np.abs(up[0] + np.conj(phase) * down[0])**2 / 2
    prob_down = np.abs(up[1] - np.conj(phase) * down[1])**2 / 2
    weight = (4 * k_grid * (k[1] - k[0]) * (angle[1] - angle[0])
              / (2 * np.pi)**2)
    return weight, energy, prob_up, prob_down


def pulse_conductivity(run, mu, thermal_energy):
    """Absorbed energy per area divided by the time integral of E^2."""
    weight, energy, prob_up, prob_down = run
    f_valence = fermi(-energy, mu, thermal_energy)
    f_conduction = fermi(energy, mu, thermal_energy)
    gain = 2 * energy * (f_valence * prob_up - f_conduction * prob_down)
    return np.sum(weight * gain) / field_squared_integral


run_slow = evolve_cone(1.0, 1.0)
run_fast = evolve_cone(2.0, 2.0)
run_aniso = evolve_cone(1.5, 1.0)
sigma_slow = pulse_conductivity(run_slow, 0.0, 0.01)
sigma_fast = pulse_conductivity(run_fast, 0.0, 0.01)
sigma_aniso = pulse_conductivity(run_aniso, 0.0, 0.01)
sigma_blocked = pulse_conductivity(run_slow, 2.0, 0.01)
sigma_hole_blocked = pulse_conductivity(run_slow, -2.0, 0.01)
sigma_thermal = pulse_conductivity(run_slow, 1.05, 0.03)
assert abs(sigma_slow / 0.25 - 1) < 5e-3
assert abs(sigma_fast / 0.25 - 1) < 5e-3
assert abs(sigma_aniso / (0.25 * 1.5) - 1) < 5e-3
assert abs(sigma_blocked) < 1e-6
assert abs(sigma_hole_blocked) < 1e-6

# Prediction for partial blocking: conductivity weighted by pulse spectrum
omega = np.linspace(1.0, 3.0, 401)
spectrum = np.exp(1j * np.outer(omega, times)) @ electric_field * time_step
sigma_formula = 0.25 * (fermi(-omega / 2, 1.05, 0.03)
                        - fermi(omega / 2, 1.05, 0.03))
thermal_prediction = (np.sum(sigma_formula * np.abs(spectrum)**2)
                      * (omega[1] - omega[0]) / np.pi
                      / field_squared_integral)
assert abs(sigma_thermal / thermal_prediction - 1) < 5e-3

# ---- Full honeycomb lattice: both valleys arise from the zone sum ----
mesh = 1500
phases = 2 * np.pi * (np.arange(mesh) + 0.5) / mesh
factor_1 = np.exp(-1j * phases)[:, None]
factor_2 = np.exp(-1j * phases)[None, :]
hopping_sum = 1 + factor_1 + factor_2
band_energy = np.abs(hopping_sum)
derivative_x = 1j * np.sqrt(3) / 2 * (factor_1 - factor_2)
velocity_squared = (np.imag(derivative_x * np.conj(hopping_sum))
                    / band_energy)**2
transition_energy = 2 * band_energy
cell_area = 3 * np.sqrt(3) / 2


def lattice_response(photon, broadening=0.02):
    """Joint density, mean squared velocity element, conductivity."""
    delta = (np.exp(-((transition_energy - photon) / broadening)**2 / 2)
             / (broadening * np.sqrt(2 * np.pi)))
    density = 2 * np.mean(delta) / cell_area
    mean_square = np.sum(velocity_squared * delta) / np.sum(delta)
    sigma = (2 * np.pi * np.mean(velocity_squared * delta
                                 / transition_energy) / cell_area)
    return density, mean_square, sigma


lattice_photons = (0.2, 0.5, 1.0)
lattice_results = [lattice_response(p) for p in lattice_photons]
lattice_velocity = 1.5
density_ratio = (lattice_results[0][0]
                 / (0.2 / (2 * np.pi * lattice_velocity**2)))
element_ratio = lattice_results[0][1] / (lattice_velocity**2 / 2)
lattice_ratios = [result[2] / 0.25 for result in lattice_results]
assert abs(density_ratio - 1) < 0.01
assert abs(element_ratio - 1) < 0.01
assert abs(lattice_ratios[0] - 1) < 0.005

# ---- Optics of the sheet, checked by a slab of vanishing thickness ----
e, hbar, c, eps0 = const.e, const.hbar, const.c, const.epsilon_0
sigma_0 = e**2 / (4 * hbar)
pi_alpha = np.pi * const.fine_structure
assert abs(sigma_0 / (eps0 * c) / pi_alpha - 1) < 1e-8
transmittance = 1 / (1 + pi_alpha / 2)**2
reflectance = (pi_alpha / 2)**2 / (1 + pi_alpha / 2)**2
absorbance = pi_alpha / (1 + pi_alpha / 2)**2

photon_ev = 0.8
photon_omega = photon_ev * e / hbar
thickness = 1e-12
index = np.sqrt(1 + 1j * sigma_0 / (eps0 * photon_omega * thickness))
surface_r = (1 - index) / (1 + index)
crossing = np.exp(1j * index * photon_omega * thickness / c)
denominator = 1 - surface_r**2 * crossing**2
slab_t = (1 - surface_r**2) * crossing / denominator
slab_r = surface_r * (1 - crossing**2) / denominator
slab_absorbance = 1 - abs(slab_t)**2 - abs(slab_r)**2
assert abs(slab_absorbance / absorbance - 1) < 1e-4
assert abs(abs(slab_t)**2 / transmittance - 1) < 1e-4
assert abs(abs(slab_r)**2 / reflectance - 1) < 1e-3

# ---- Printed results ----
print("PULSE TEST, conductivity in units of e^2/hbar")
print(f"velocity 1 (model units), neutral: {sigma_slow:.5f}")
print(f"velocity 2 (model units), neutral: {sigma_fast:.5f}")
print(f"anisotropic cone vx/vy = 1.5, field on x: {sigma_aniso:.5f}")
print(f"electron-doped, pulse below threshold: {abs(sigma_blocked):.1e}")
print(f"hole-doped, pulse below threshold: {abs(sigma_hole_blocked):.1e}")
print(f"partly blocked, thermal, simulated: {sigma_thermal:.5f}")
print(f"partly blocked, thermal, formula: {thermal_prediction:.5f}")
print("LATTICE TEST, ratios lattice / Dirac formula")
print(f"joint density of states at photon 0.2 t: {density_ratio:.4f}")
print(f"mean squared velocity element at 0.2 t: {element_ratio:.4f}")
for photon, ratio in zip(lattice_photons, lattice_ratios):
    print(f"conductivity at photon energy {photon:.1f} t: {ratio:.4f}")
print("WORKED EXAMPLE")
print(f"photon energy: {photon_ev:.1f} eV")
print(f"angular frequency: {photon_omega:.4e} rad/s")
for velocity in (1.0e6, 0.5e6):
    k_resonant = photon_omega / (2 * velocity)
    joint_density = photon_omega / (2 * np.pi * hbar * velocity**2)
    mean_element = velocity**2 / 2
    sigma = np.pi * e**2 / photon_omega * mean_element * joint_density
    assert abs(sigma / sigma_0 - 1) < 1e-12
    print(f"chosen velocity: {velocity:.1e} m/s")
    print(f"  resonant wave number: {k_resonant * 1e-9:.4f} nm^-1")
    print(f"  joint density: {joint_density * e * 1e-18:.4f} eV^-1 nm^-2")
    print(f"  mean squared velocity element: {mean_element:.4e} m^2/s^2")
    print(f"  conductivity: {sigma:.4e} S")
print(f"e^2/(4 hbar): {sigma_0 * 1e6:.3f} microsiemens")
print(f"fine-structure constant: {const.fine_structure:.7f}")
print(f"pi*alpha: {100 * pi_alpha:.4f} percent")
print(f"full sheet absorbance: {100 * absorbance:.4f} percent")
print(f"thin-slab absorbance: {100 * slab_absorbance:.4f} percent")
print(f"transmittance: {100 * transmittance:.4f} percent")
print(f"reflectance: {100 * reflectance:.4f} percent")
mu_ev, temperature = 0.3, 300.0
thermal_ev = const.k * temperature / e
print(f"chemical potential: {mu_ev:.1f} eV, threshold {2 * mu_ev:.1f} eV")
print(f"temperature: {temperature:.0f} K, kT = {thermal_ev:.5f} eV")
for photon in (0.4, 0.6, 0.8):
    factor = (fermi(-photon / 2, mu_ev, thermal_ev)
              - fermi(photon / 2, mu_ev, thermal_ev))
    print(f"occupation factor at {photon:.1f} eV: {factor:.4f}")
print("ALL CHECKS PASSED")
```

Output:

```
PULSE TEST, conductivity in units of e^2/hbar
velocity 1 (model units), neutral: 0.24986
velocity 2 (model units), neutral: 0.24984
anisotropic cone vx/vy = 1.5, field on x: 0.37478
electron-doped, pulse below threshold: 3.8e-15
hole-doped, pulse below threshold: 2.3e-40
partly blocked, thermal, simulated: 0.06177
partly blocked, thermal, formula: 0.06181
LATTICE TEST, ratios lattice / Dirac formula
joint density of states at photon 0.2 t: 1.0035
mean squared velocity element at 0.2 t: 1.0012
conductivity at photon energy 0.2 t: 1.0045
conductivity at photon energy 0.5 t: 1.0289
conductivity at photon energy 1.0 t: 1.1321
WORKED EXAMPLE
photon energy: 0.8 eV
angular frequency: 1.2154e+15 rad/s
chosen velocity: 1.0e+06 m/s
  resonant wave number: 0.6077 nm^-1
  joint density: 0.2939 eV^-1 nm^-2
  mean squared velocity element: 5.0000e+11 m^2/s^2
  conductivity: 6.0853e-05 S
chosen velocity: 5.0e+05 m/s
  resonant wave number: 1.2154 nm^-1
  joint density: 1.1755 eV^-1 nm^-2
  mean squared velocity element: 1.2500e+11 m^2/s^2
  conductivity: 6.0853e-05 S
e^2/(4 hbar): 60.853 microsiemens
fine-structure constant: 0.0072974
pi*alpha: 2.2925 percent
full sheet absorbance: 2.2409 percent
thin-slab absorbance: 2.2409 percent
transmittance: 97.7463 percent
reflectance: 0.0128 percent
chemical potential: 0.3 eV, threshold 0.6 eV
temperature: 300 K, kT = 0.02585 eV
occupation factor at 0.4 eV: 0.0205
occupation factor at 0.6 eV: 0.5000
occupation factor at 0.8 eV: 0.9795
ALL CHECKS PASSED
```
